# Complex Poles and Narrow Resonances in Double-Barrier Tunnelling Currents

## One narrow peak on a uniform grid

Take a transmission with a single narrow peak,

$$T(E)=\frac{\Gamma_L\Gamma_R}{(E-E_r)^2+\Gamma^2/4},\qquad \int_{-\infty}^{\infty}T\,dE=\frac{2\pi\Gamma_L\Gamma_R}{\Gamma},$$

and sum it on an infinite grid of step $h$ whose nearest node lies at distance $\delta$ from $E_r$. With $\gamma=\Gamma/2$ and $x_n=nh+\delta$,

$$\frac1{x_n^2+\gamma^2}=\frac1\gamma\,\mathrm{Im}\frac1{x_n-i\gamma}.$$

The symmetric sum $\sum_n 1/(n+w)=\pi\cot\pi w$, taken at $w=(\delta-i\gamma)/h$, gives

$$h\sum_n\frac{1}{x_n^2+\gamma^2}=\frac{\pi}{\gamma}\,\mathrm{Im}\cot\frac{\pi(\delta-i\gamma)}{h}.$$

Since $\mathrm{Im}\cot(x-iy)=\sinh2y/(\cosh2y-\cos2x)$, and the integral is $\pi/\gamma$, the ratio of sum to integral is

$$R=\frac{\sinh(\pi\Gamma/h)}{\cosh(\pi\Gamma/h)-\cos(2\pi\delta/h)}.\tag{1}$$

For $\Gamma\gg h$ this is $1+2e^{-\pi\Gamma/h}\cos(2\pi\delta/h)$ to leading order, so the grid is excellent. For $\Gamma\ll h$ there are two outcomes:

$$R\simeq\frac{\pi\Gamma}{2h\sin^2(\pi\delta/h)}\quad(\delta\gg\Gamma),\qquad R\simeq\frac{2h}{\pi\Gamma}\quad(\delta=0).\tag{2}$$

The grid either misses the peak or exaggerates it. The error depends on where the nodes happen to fall; $R$ averages to one over $\delta$, but equals one only at the offsets where $\cos(2\pi\delta/h)=e^{-\pi\Gamma/h}$.

The cure is to integrate the peak in closed form and leave to the grid what remains. For a real stack this requires the position of the pole in the complex energy plane and its residue.

## The stack and its transfer matrix

Atomic units are used in the algebra. The stack occupies $a<x<b$ between two electrodes of unit mass with constant band edges $V_L$ and $V_R$. Transport is taken as coherent and one-dimensional, with

$$-\tfrac12(\psi'/m)'+V\psi=E\psi .$$

Put $p=\psi'/m$. Then $\psi'=mp$ and $p'=2(V-E)\psi$, and both $\psi$ and $p$ are continuous where the mass jumps.

Divide the stack into cells of constant $V$ and $m$, using the midpoint value of the sloping potential. In a cell of width $w$ let $k^2=2m(E-V)$. The solution with starting values $\psi_0,p_0$ is $\psi=\psi_0\cos kx+(mp_0/k)\sin kx$. Evaluating $\psi$ and $\psi'/m$ at $x=w$ gives the cell matrix

$$A=\begin{pmatrix}\cos kw&(m/k)\sin kw\\-(k/m)\sin kw&\cos kw\end{pmatrix},\qquad\det A=1 .$$

Its elements are even in $k$, so they are entire functions of $E$, and no sign of the root has to be chosen inside the stack. With $dk/dE=m/k$,

$$\frac{dA_{11}}{dE}=\frac{dA_{22}}{dE}=-\frac{mw\sin kw}{k},$$

$$\frac{dA_{12}}{dE}=\frac{m^2(kw\cos kw-\sin kw)}{k^3},\qquad \frac{dA_{21}}{dE}=-\frac{\sin kw}{k}-w\cos kw .$$

The product $M$ of the cells carries $(\psi,p)$ from $a$ to $b$. Its derivative is accumulated along with it by $M'\to A'M+AM'$, followed by $M\to AM$.

## Outgoing waves and transmission

In the electrodes let $q=k$, the wave number divided by the unit mass. A wave leaving to the left has $(\psi,p)_a=(1,-iq_L)$. At the right face it becomes

$$\psi_b=M_{11}-iq_LM_{12},\qquad p_b=M_{21}-iq_LM_{22}.$$

A wave leaving to the right requires $p_b=iq_R\psi_b$. A resonance is therefore a zero of

$$F(E)=M_{21}-iq_LM_{22}-iq_RM_{11}-q_Lq_RM_{12}.\tag{3}$$

Write the zero as $z=E_r-i\Gamma/2$. The root in the electrodes has $\mathrm{Re}\,k>0$ and $\mathrm{Im}\,k<0$. The wave grows outwards because it left the stack earlier, when the decaying state was fuller.

The same $F$ gives the transmission at real energy. A unit incident wave with reflection amplitude $r$ has $(\psi,p)_a=(1+r,\;iq_L(1-r))$, which equals $\alpha(1,-iq_L)+(0,2iq_L)$ with $\alpha=1+r$. At $b$ the amplitude is $t$ and $p_b=iq_Rt$, so

$$t=\alpha(M_{11}-iq_LM_{12})+2iq_LM_{12},\qquad \alpha F+2iq_L(M_{22}-iq_RM_{12})=0 .$$

Eliminate $\alpha$:

$$tF=-2iq_L\left[(M_{22}-iq_RM_{12})(M_{11}-iq_LM_{12})-M_{12}F\right].$$

On expanding the bracket, the terms in $q_L$, $q_R$ and $q_Lq_R$ cancel and $M_{11}M_{22}-M_{12}M_{21}=1$ is left. Hence $t=-2iq_L/F$, and the ratio of fluxes is

$$T=\frac{q_R}{q_L}|t|^2=\frac{4q_Lq_R}{|F|^2}.\tag{4}$$

## Seeds and Newton iteration

Start a solution with $\psi_a=0$, $p_a=1$. It ends with $\psi_b=M_{12}$, so the zeros of the real function $M_{12}(E)$ are the levels of the stack closed by hard walls at $a$ and $b$. Replacing the electrodes by walls changes the wave in the well through a round trip across a barrier, a relative effect of order $e^{-2\kappa d}$ for barrier thickness $d$ and decay constant $\kappa$. These levels are therefore good seeds. A grid finds them as sign changes if it resolves the level spacing; it need not resolve $\Gamma$. Linear interpolation between the two nodes refines each seed.

Newton's step is $E\to E-F/F'$. With $e=E-z$ and derivatives taken at $z$,

$$\frac{F(E)}{F'(E)}=\frac{F'e+\frac12F''e^2+\dots}{F'+F''e+\dots}=e-\frac{F''}{2F'}e^2+\dots,$$

so the new error is

$$e_{\rm new}=Ce^2,\qquad C=\frac{F''}{2F'}.\tag{5}$$

This leading-order law asks for seeds with $|Ce|\ll1$. It fails at a double zero, where $F'=0$.

## Widths and the slope of $F$

At the pole the energy is complex. From the first-order equations,

$$\frac{d}{dx}\mathrm{Im}(\psi^*p)=\mathrm{Im}\left(m|p|^2+2(V-z)|\psi|^2\right)=\Gamma|\psi|^2 .$$

Integrate over the stack, using $p_b=iq_R\psi_b$ and $p_a=-iq_L\psi_a$. With $N=\int_a^b|\psi|^2dx$,

$$\Gamma=\Gamma_L+\Gamma_R,\qquad \Gamma_L=\frac{\mathrm{Re}\,q_L|\psi_a|^2}{N},\quad \Gamma_R=\frac{\mathrm{Re}\,q_R|\psi_b|^2}{N}.\tag{6}$$

Each partial width is the flux through one face per unit probability inside.

The slope of $F$ follows from a Wronskian. Let $\psi(x;E)$ be the solution started with $(1,-iq_L)$ at every $E$, let $\partial$ denote $\partial/\partial E$, and put $W=\psi\,\partial p-p\,\partial\psi$. The terms with $m$ cancel in $W'$, and $\partial p'=2(V-E)\partial\psi-2\psi$, so $W'=-2\psi^2$. Since $W_a=-iq_L'$, integration gives $W_b=-iq_L'-2\int\psi^2dx$. Differentiate $F=p_b-iq_R\psi_b$, multiply by $\psi_b$, and use $iq_R\psi_b=p_b$ at the pole:

$$\psi_bF'(z)=-\left[2\int_a^b\psi^2dx+iq_L'+iq_R'\psi_b^2\right].\tag{7}$$

As the barriers become opaque, $\psi$ tends to a real bound state times a constant phase factor, which comes from the complex starting values $(1,-iq_L)$, and $\left|\int\psi^2dx\right|\to N$. The face terms become negligible: since $q_L'/q_L=1/[2(E-V_L)]$, the left one is smaller than $2N$ by the factor $\Gamma_L/[4(E-V_L)]$. Then $|\psi_bF'|\simeq2N$, and with $|\psi_a|=1$

$$\frac{4q_Lq_R}{|F'|^2}\simeq\frac{q_Lq_R|\psi_b|^2}{N^2}=\Gamma_L\Gamma_R .$$

Inserting $F\simeq F'(z)(E-z)$ in (4) recovers the Lorentzian of the opening section. It holds near a narrow, isolated level.

## Splitting the current integral

The current density, counted as electron charge flowing from emitter to collector, is

$$J=\frac{2}{(2\pi)^3}\int d^3k\,v_xT(f_L-f_R).$$

If $T$ depends on the normal energy $E$ alone, then $v_xdk_x=dE$ and $d^2k_\parallel=2\pi\,dE_\parallel$ for unit mass. The integral of the Fermi function over $E_\parallel$ is a logarithm. With energies measured from the emitter Fermi level and bias $U$ in energy units,

$$J=\frac1{2\pi^2}\int T S\,dE,\quad S=k_BT_e\left[\ln(1+e^{-E/k_BT_e})-\ln(1+e^{-(E+U)/k_BT_e})\right],\tag{8}$$

where $T_e$ is the temperature.

To continue $T$ off the real axis, define $\tilde F(E)=[F(E^*)]^*$. It is analytic, equals $F^*$ on the real axis and vanishes at $z^*$. Thus $T=4q_Lq_R/(F\tilde F)$, and the residue of $TS$ at $z$ is

$$\rho=\frac{4q_Lq_RS}{F'\tilde F}\bigg|_{z}.\tag{9}$$

The residue at $z^*$ is $\rho^*$. On the real axis the two pole terms add to $2\,\mathrm{Re}[\rho/(E-z)]$. Subtract them and add back their integral:

$$\int_{E_1}^{E_2}TS\,dE=\sum_j2\,\mathrm{Re}\left\{\rho_j\left[\log(E_2-z_j)-\log(E_1-z_j)\right]\right\}+\int_{E_1}^{E_2}g\,dE,\tag{10}$$

$$g=TS-\sum_j2\,\mathrm{Re}\frac{\rho_j}{E-z_j}.$$

The argument $E-z_j$ stays in the upper half-plane, so the principal logarithm is continuous along the path. Equation (10) is an identity and assumes nothing about the width.

For a narrow level $\tilde F(z)\simeq F'(z)^*(z-z^*)=-i\Gamma F'^*$, which gives $\rho\simeq iS\Gamma_L\Gamma_R/\Gamma$. The difference of logarithms has imaginary part near $-\pi$. The pole term becomes $2\pi\Gamma_L\Gamma_RS(E_r)/\Gamma$, the area of the peak times the supply. Where $S$ falls as $e^{-E/k_BT_e}$, the slope of $S$ corrects this by a relative amount $\Gamma/(2\pi k_BT_e)$ times $\ln[(E_r-E_1)/(E_2-E_r)]$, so the share assigned to a pole depends slightly on the window.

### Errors of the split

The function $g$ no longer varies on the scale $\Gamma$. Its nearest remaining singularities are those of $S$, where $1+e^{-E/k_BT_e}=0$, at a distance $\pi k_BT_e$ from the real axis. The trapezoidal rule then has an aliasing error of order $e^{-2\pi^2k_BT_e/h}$, besides the end correction $\frac{h^2}{12}[g'(E_2)-g'(E_1)]$.

Rounding sets another limit. An error $\epsilon$ in $z$ acts mainly through $\rho$. The factor $\tilde F(z)$ in (9) is proportional to the distance from $z$ to the mirror pole, which is only $\Gamma$, so $\rho$ changes by a relative amount $\epsilon/\Gamma$. At a node a distance $\delta\gg\Gamma$ away the subtracted term then changes by at most about $2|\rho|\epsilon/(\Gamma\delta)$. Multiplied by $h$ and divided by the pole integral $2\pi|\rho|$, this is a relative error $h\epsilon/(\pi\Gamma\delta)$. The closed pole term itself changes by a relative amount of order $\epsilon/\Gamma$, which a grid that does not resolve $\Gamma$ cannot restore. A node within a few $\Gamma$ of a peak should therefore be avoided by shifting the grid. The method also fails in fixed precision when $\Gamma$ is no larger than the rounding error of $E_r$. For a pole far above the Fermi level, $u=e^{-z/k_BT_e}$ falls below the machine precision, and a routine for the complex $\ln(1+u)$ may return zero for its real part; the series $u-u^2/2+\dots$ should then be used in $S(z)$.

## A silica–titania–silica stack

The example has tungsten electrodes, whose work function sets the band edges relative to the Fermi level. Rough typical values are 3.6 eV for the silica edge and 0.5 eV for the titania edge. The layers are 8, 20 and 8 Å thick, with masses 0.5, 1 and 0.5 electron masses and relative permittivities 3.9, 40 and 3.9. The electrode bands are 8 eV deep, the bias is 0.9 V and the temperature 300 K, so $k_BT_e=0.02585$ eV.

Continuity of permittivity times field gives a silica field of $0.9/(16+20\times3.9/40)=0.050$ V/Å. The stack is cut into 72 cells of 0.5 Å. The window from $-2$ to 1.5 eV has 351 nodes with $h=0.01$ eV and contains four poles:

| $E_r$ (eV) | $\Gamma_L$ (eV) | $\Gamma_R$ (eV) | current (A/cm²) |
|---|---|---|---|
| 0.1292 | $4.63\times10^{-7}$ | $2.00\times10^{-6}$ | 6.65 |
| 0.3720 | $3.49\times10^{-6}$ | $9.48\times10^{-6}$ | $3.8\times10^{-3}$ |
| 0.7684 | $1.57\times10^{-5}$ | $4.06\times10^{-5}$ | $3.7\times10^{-9}$ |
| 1.3111 | $7.15\times10^{-5}$ | $1.94\times10^{-4}$ | $1.3\times10^{-17}$ |

At zero bias the stack is symmetric and the partial widths are equal. The bias makes $\Gamma_R$ the larger in two ways: it lowers the collector barrier, and it tilts the well, so that the wave leans towards the collector. For the first pole $\Gamma_R/\Gamma_L=4.3$. With the well held flat at its midpoint potential the ratio is 2.3; with the well tilted between two equal barriers it is 1.9. For the fourth pole the tilt alone gives only 1.02, because a wave of high kinetic energy hardly feels it.

For the first pole the Newton steps are $7.6\times10^{-5}$, $6.3\times10^{-8}$ and $4.3\times10^{-14}$ eV. Numerical differentiation of $F'$ gives $|C|=10.8$ eV$^{-1}$. Equation (5) then predicts $10.8\,(7.6\times10^{-5})^2=6.2\times10^{-8}$ and $10.8\,(6.3\times10^{-8})^2=4.3\times10^{-14}$ eV, as found.

The cells themselves introduce little error. Integrating the wave equation through the continuous sloping potential, with a secant search for the pole, moves $E_r$ by about $10^{-6}$ eV and $\Gamma$ by 0.014 per cent, and it raises the current of the first pole by 0.01 per cent, from 6.6486 to 6.6492 A/cm². The shift of $E_r$ is about a third of $\Gamma$, but $S$ varies over $k_BT_e$ and does not resolve it.

The current of the first pole can be followed by hand. Its total width is $\Gamma=2.4639\times10^{-6}$ eV, and the area of its peak is

$$2\pi\frac{(4.6257\times10^{-7})(2.0013\times10^{-6})}{2.4639\times10^{-6}}=2.361\times10^{-6}\ \text{eV}.$$

The supply there is $S=1.740\times10^{-4}$ eV. In these units the prefactor of (8) is $1.618\times10^{10}$ A cm$^{-2}$ eV$^{-2}$, and the product is 6.65 A/cm², or 6.6486 A/cm² before the factors are rounded. The second pole adds $3.8\times10^{-3}$ A/cm² and the remainder integral $1.7\times10^{-4}$ A/cm², for a total of 6.653 A/cm².

Direct quadrature of $TS$ gives the same total to all seven digits computed, 6.652568 A/cm²; digits beyond the fourth belong to the 72-cell model, not to the continuous potential. It used the substitution $E=E_r+\frac{\Gamma}{2}\sinh u$ around each peak, with 600 Gauss points per peak.

### What plain grids return

The plain trapezoidal sum on the same 351 nodes gives 0.041 A/cm², a fraction $6.16\times10^{-3}$ of the total. The nearest node, 0.13 eV, is $\delta=8.0\times10^{-4}$ eV from the peak, and (2) predicts $6.2\times10^{-3}$. With the grid shifted to put a node on the peak, the sum is 2582 times the true total; (2) gives $2h/(\pi\Gamma)=2584$.

With $h=0.001$ eV the fraction is 0.0268, although (2) gives 0.0115 for the first peak. The second peak supplies the rest. It carries a share $5.7\times10^{-4}$ of the current, but its centre lies $6\times10^{-6}$ eV from the node at 0.372 eV, within its half-width. Equation (1) then magnifies it about 27 times, which adds 0.015. A finer grid has thus mixed a missed peak with an exaggerated one. A uniform step of $\Gamma/2$ would need $2.8\times10^6$ points.

The Lorentzian cannot replace $T$ far from the peak. At the Fermi level the first one alone would give $\Gamma_L\Gamma_R/E_r^2=5.5\times10^{-11}$, whereas $T=4.4\times10^{-12}$. The pole amplitudes of the other levels are larger there than that of the first and alternate in sign, and adding the four does not repair the estimate: the sum gives $4.3\times10^{-9}$. This is why $g$ is formed from the full $T$.

## Range of validity and the real capacitor

The bias was chosen to keep the first level above the emitter Fermi level. For a well of unit mass, the sheet density fed by the emitter is $n=(\Gamma_L/\Gamma)S/\pi$, since the collector term in $S$ is negligible here. This is $1.4\times10^{10}$ cm$^{-2}$. Treated as a sheet at mid-well between two metal plates, it raises the level by $2.8\times10^{-4}$ eV and lowers the current by about 1 per cent.

A level 0.1 eV below the Fermi level is a different case. There $S\simeq0.1$ eV, some 575 times larger. With $\Gamma_L/\Gamma$ held fixed, the shift would be 0.16 eV, more than the depth of the level itself. The potential must then be solved self-consistently with the charge before the poles have meaning.

The parameters lie in the regime of a tungsten–silica–titania–silica–tungsten capacitor, but both oxides are thin, and a parabolic band is a crude picture of tungsten. The silica field is 5.0 MV/cm, about half a rough breakdown field of 10 MV/cm. The following factors multiply the current when one input changes and the rest stay fixed:

- Lowering the titania edge by 0.1 eV: 35 at fixed potential, or about 26 if the charge in the well, treated as the sheet above, is allowed to raise the level.
- Adding 1 Å to each silica layer: 0.28.
- Lowering the silica edge by 0.43 eV, the image energy of one metal face at mid-layer for an optical permittivity of 2.1: 2.2.
- Raising the silica edge by $k_BT_e$, the shift its lighter mass causes for an electron with parallel energy $k_BT_e$: 0.955.
- Heating to 358 K: 2.7.
- Doubling the titania mass for normal motion: 0.96.

The last factor is the net effect of changes in the level energy, which enters $S$, and in the widths. Only the product was computed, so its nearness to one should not be taken to hold for other parameters.

Coherence is also an assumption that a real oxide may not satisfy. Phonons and disorder can broaden a level far beyond $2.5\times10^{-6}$ eV. If they merely spread its energy as a Gaussian of 0.025 eV rms and leave the peak area unchanged, averaging $S$ over that spread raises the current by a factor 1.6. Inelastic paths and defects are outside this estimate. The band-edge factor of 35 alone shows that 6.7 A/cm² is a value of the model and not a device prediction. The numerical error of the split is negligible beside these uncertainties.
